**Cooper-limit pairing strength of a normal–superconductor bilayer**

The program tests λ_eff = f_S λ_S + f_N λ_N, where f_i = N_i d_i/(N_S d_S + N_N d_N) is the share of Fermi-level states in layer i, N_i the dressed density of states per spin, d_i the thickness and λ_i the pairing strength. It asserts that the pair kernel of a disordered two-metal lattice, extrapolated to zero frequency, follows the share of states (0.622 against 0.619) and not the share of thickness (0.5). It also asserts that a diffusion eigenproblem for very thin layers reproduces the predicted critical temperature and gap ratio for zero, attractive and repulsive interaction in the normal layer. Further assertions cover phonon mass enhancement, the BCS integral, the formula for a resistive interface, and the Cooper limit as a lower bound for three cap thicknesses. For 4 nm of niobium under 4 nm of copper, with rough typical parameters, the Cooper-limit critical temperature is 5.51 K. Finite diffusion and interface resistance together raise it to 6.23 K. With uniform layers and an interface mixing energy of only ten times the Cooper-limit kT_c, the critical temperature is 7.00 K, which shows that mixing must be fast compared with the pairing cutoff.

## Numerical check

```python
"""Cooper-limit pairing strength of a thin normal (N) / superconducting (S) bilayer.

Result under test:
    lambda_eff = f_S*lambda_S + f_N*lambda_N,   f_i = N_i d_i / (N_S d_S + N_N d_N)
    k Tc = (2 exp(Euler gamma)/pi) * hbar omega_D * exp(-1/lambda_eff)
N_i: density of states per spin (1/(eV nm^3)), dressed by phonons; d_i: thickness (nm);
lambda_i: dressed dimensionless pairing strength; D_i: dressed diffusion constant
(cm^2/s); RA: interface resistance times area (fOhm m^2); energies in eV.
The formula is compared with lattice Green functions and with a diffusion eigenproblem.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma

k_B = const.k / const.e
hbar = const.hbar / const.e
hbar_over_e2 = const.hbar / const.e**2

# Rough typical parameters of a niobium line with a copper cap
dos_S, dos_N = 90.0, 12.0
d_S, d_N = 4.0, 4.0
D_S, D_N = 3.0, 10.0
lam_S = 0.28
cutoff = 0.024
RA_example = 1.0
Z_S, Z_N = 2.0, 1.1
v_S, v_N = 0.3e6, 1.4e6      # dressed Fermi velocities, m/s
T_use = 4.2

prefactor = 2 * np.exp(np.euler_gamma) / np.pi * cutoff / k_B


def state_share(thick_S, thick_N, n_S=dos_S, n_N=dos_N):
    return n_S * thick_S / (n_S * thick_S + n_N * thick_N)


def cooper_tc(coupling):
    return prefactor * np.exp(-1 / coupling)


def pair_sum(energy, T):
    """2 pi k T * sum over positive Matsubara energies w < cutoff of 1/(w+energy)."""
    unit = 2 * np.pi * k_B * T
    return digamma(cutoff / unit + 0.5 + energy / unit) - digamma(0.5 + energy / unit)


def diffusion_tc(thick_S, thick_N, lam_N=0.0, RA=0.0, D_factor=1.0, cells=30):
    """Tc and mean gap ratio N/S from the linearized diffusion equation."""
    h = np.repeat([thick_S / cells, thick_N / cells], cells)
    dos = np.repeat([dos_S, dos_N], cells)
    diff = np.repeat([D_S, D_N], cells) * 1e14 * hbar * D_factor
    lam = np.repeat([lam_S, lam_N], cells)
    capacity = dos * h
    half_resistance = h / (dos * diff)
    link_resistance = half_resistance[:-1] + half_resistance[1:]
    link_resistance[cells - 1] += 4 * RA * 1e3 / hbar_over_e2
    link = 1 / link_resistance
    flow = np.zeros((2 * cells, 2 * cells))
    for i, g in enumerate(link):
        flow[i, i] += g
        flow[i + 1, i + 1] += g
        flow[i, i + 1] -= g
        flow[i + 1, i] -= g
    root_c = np.sqrt(capacity)
    modes, U = np.linalg.eigh(flow / np.outer(root_c, root_c))
    modes = np.maximum(modes, 0.0)
    coupling_matrix = U.T @ (lam[:, None] * U)

    def weighted(T):
        s = np.sqrt(pair_sum(modes, T))
        return s, s[:, None] * coupling_matrix * s[None, :]

    Tc = brentq(lambda T: np.linalg.eigvalsh(weighted(T)[1])[-1] - 1, 0.05, 20.0,
                xtol=1e-8)
    s, matrix = weighted(Tc)
    vector = np.linalg.eigh(matrix)[1][:, -1]
    gap = lam * (U @ (s * vector)) / root_c
    return Tc, gap[cells:].mean() / gap[:cells].mean()


# Test: pair kernel of a disordered lattice made of two metals, two planes each
def lattice_shares(broadening, side=14, samples=6, disorder=4.0, energy=0.4):
    ring = np.roll(np.eye(side), 1, axis=0)
    ring = ring + ring.T
    plane = np.kron(ring, np.eye(side)) + np.kron(np.eye(side), ring)
    vertical = np.diag([0.7, 1.0, 1.4], 1)
    vertical = vertical + vertical.T
    H0 = -np.kron(np.diag([0.7, 0.7, 1.4, 1.4]), plane)
    H0 -= np.kron(vertical, np.eye(side**2))
    size = len(H0)
    half = size // 2
    rng = np.random.default_rng(7)
    K_SS = K_SN = n_S = n_N = 0.0
    for _ in range(samples):
        H = H0 + np.diag(disorder * (rng.random(size) - 0.5))
        G = np.linalg.inv((energy + 1j * broadening) * np.eye(size) - H)
        K = np.abs(G)**2
        local_dos = -G.diagonal().imag / np.pi
        assert np.allclose(K.sum(axis=1), np.pi * local_dos / broadening, rtol=1e-7)
        K_SS += K[:half, :half].sum()
        K_SN += K[:half, half:].sum()
        n_S += local_dos[:half].sum()
        n_N += local_dos[half:].sum()
    return K_SS / (K_SS + K_SN), n_S / (n_S + n_N)


return_low, dos_share_lattice = lattice_shares(0.03)
return_high, _ = lattice_shares(0.06)
return_limit = 2 * return_low - return_high   # linear extrapolation to zero frequency
# tolerance: finite sample and curvature of the extrapolation
assert abs(return_limit - dos_share_lattice) < 0.03
assert abs(return_limit - 0.5) > 0.05         # the thickness share would be one half

# Worked example in the Cooper limit
f_S = state_share(d_S, d_N)
f_N = 1 - f_S
lam_eff = f_S * lam_S
Tc_bulk = cooper_tc(lam_S)
Tc_cooper = cooper_tc(lam_eff)

# Test: the BCS logarithm from direct integration
integral = quad(lambda x: np.tanh(x / (2 * k_B * Tc_cooper)) / x, 0, cutoff,
                epsabs=1e-11, limit=200)[0]
assert abs(integral - 1 / lam_eff) < 1e-5

# Test: diffusion equation in very thin transparent layers, three N interactions
thin = 0.02
thin_results = {}
for lam_N in (0.0, 0.10, -0.05):
    Tc_thin, ratio = diffusion_tc(thin * d_S, thin * d_N, lam_N)
    expected = cooper_tc(f_S * lam_S + f_N * lam_N)
    # tolerance: discrete Matsubara sum and remaining finite thickness
    assert abs(Tc_thin / expected - 1) < 3e-3
    assert abs(ratio - lam_N / lam_S) < 3e-3
    thin_results[lam_N] = (Tc_thin, expected)

# Test: mass enhancement, explicit Matsubara sum with strongly linked layers
lam_pair = np.array([lam_S, 0.10])
Z = np.array([Z_S, Z_N])
bare_states = np.array([dos_S * d_S, dos_N * d_N]) / Z
terms = 20
T_test = cutoff / (2 * np.pi * k_B * terms)
exchange = 1e5 * np.array([[1, -1], [-1, 1]]) / bare_states[:, None]
kernel = np.zeros((2, 2))
for n in range(terms):
    w = 2 * np.pi * k_B * T_test * (n + 0.5)
    kernel += 2 * np.pi * k_B * T_test * np.linalg.inv(np.diag(Z * w) + exchange)
largest = np.linalg.eigvals((lam_pair * Z)[:, None] * kernel).real.max()
direct_log = sum(1 / (n + 0.5) for n in range(terms))
assert abs(direct_log - pair_sum(0.0, T_test)) < 1e-9
assert abs(largest / direct_log - (f_S * lam_S + f_N * 0.10)) < 1e-3


# Interface resistance with uniform layers
def mixing_energy(RA):
    link = hbar_over_e2 / (4 * RA * 1e3)
    return link / (dos_S * d_S) + link / (dos_N * d_N)


def interface_tc(gamma):
    return Tc_cooper * (1 + cutoff / gamma)**(f_N / f_S)


gamma_example = mixing_energy(RA_example)
Tc_interface = interface_tc(gamma_example)
RA_weak = RA_example * gamma_example / (10 * k_B * Tc_cooper)
gamma_weak = mixing_energy(RA_weak)
Tc_weak = diffusion_tc(d_S, d_N, RA=RA_weak, D_factor=1e4)[0]
for RA, gamma in ((RA_example, gamma_example), (RA_weak, gamma_weak)):
    numeric = diffusion_tc(d_S, d_N, RA=RA, D_factor=1e4)[0]
    exact_root = brentq(lambda T: f_S * pair_sum(0.0, T) + f_N * pair_sum(gamma, T)
                        - 1 / lam_S, 0.05, 20.0)
    assert abs(numeric / exact_root - 1) < 2e-3
    # tolerance: the power law neglects terms of order (k Tc/gamma)^2
    assert abs(numeric / interface_tc(gamma) - 1) < 2e-2
assert Tc_weak > 1.15 * Tc_cooper   # mixing faster than k Tc alone is not enough

# Neglected effects at the example's own thicknesses
Tc_diffusion = diffusion_tc(d_S, d_N)[0]
Tc_both = diffusion_tc(d_S, d_N, RA=RA_example)[0]
Tc_fine = diffusion_tc(d_S, d_N, RA=RA_example, cells=60)[0]
assert abs(Tc_fine / Tc_both - 1) < 1e-3
for cap in (1.0, 4.0, 8.0):
    bound = cooper_tc(state_share(d_S, cap) * lam_S)
    assert diffusion_tc(d_S, cap)[0] > bound
    assert diffusion_tc(d_S, cap, RA=RA_example)[0] > bound

needed_share = 1 / (lam_S * np.log(prefactor / T_use))
cap_limit = dos_S * d_S * (1 / needed_share - 1) / dos_N
assert abs(cooper_tc(state_share(d_S, cap_limit) * lam_S) - T_use) < 1e-8
Tc_cap_full = diffusion_tc(d_S, cap_limit, RA=RA_example)[0]
f_bare = state_share(d_S, d_N, dos_S / Z_S, dos_N / Z_N)
sigma_S = 2 * const.e * dos_S * 1e27 * D_S * 1e-4
sigma_N = 2 * const.e * dos_N * 1e27 * D_N * 1e-4
sheet = 1 / ((sigma_S * d_S + sigma_N * d_N) * 1e-9)

print(f"Input thickness S, N: {d_S:.1f}, {d_N:.1f} nm")
print(f"Input dressed DOS per spin S, N: {dos_S:.0f}, {dos_N:.0f} 1/(eV nm^3)")
print(f"Input dressed diffusion constant S, N: {D_S:.0f}, {D_N:.0f} cm^2/s")
print(f"Input lambda_S: {lam_S:.2f}; lambda_N: 0 (dimensionless)")
print(f"Input pairing cutoff: {cutoff*1e3:.0f} meV")
print(f"Input interface resistance-area: {RA_example:.1f} fOhm m^2")
print(f"Input mass enhancement S, N: {Z_S:.1f}, {Z_N:.1f}")
print(f"Input dressed Fermi velocity S, N: {v_S:.1e}, {v_N:.1e} m/s")
print(f"States per spin and area S, N: {dos_S*d_S:.0f}, {dos_N*d_N:.0f} 1/(eV nm^2)")
print(f"State share S, N: {f_S:.4f}, {f_N:.4f}")
print(f"Cooper-limit lambda_eff: {lam_eff:.4f}")
print(f"Tc prefactor (2 e^gamma/pi) cutoff/k: {prefactor:.1f} K")
print(f"Tc of S alone: {Tc_bulk:.2f} K")
print(f"Tc in Cooper limit: {Tc_cooper:.2f} K")
print(f"k Tc in Cooper limit: {k_B*Tc_cooper*1e3:.3f} meV")
wrong_share = d_S / (d_S + d_N)
print(f"Tc if weighted by thickness (wrong): {cooper_tc(wrong_share*lam_S):.2f} K")
print(f"Cap thickness for Cooper-limit Tc = {T_use} K: {cap_limit:.2f} nm")
print(f"Tc at that cap, diffusion + interface: {Tc_cap_full:.2f} K")
print(f"Lattice: return share at w=0.03, 0.06: {return_low:.3f}, {return_high:.3f}")
print(f"Lattice: return share extrapolated to w=0: {return_limit:.3f}")
print(f"Lattice: share of states in S: {dos_share_lattice:.3f}; of thickness: 0.5")
for lam_N, (numeric, expected) in thin_results.items():
    print(f"Thin test, lambda_N={lam_N:+.2f}: diffusion {numeric:.3f} K, "
          f"formula {expected:.3f} K")
print(f"Thin test: both thicknesses multiplied by {thin}")
print(f"Mixing energy gamma of example interface: {gamma_example*1e3:.1f} meV")
print(f"Tc with interface only, power law: {Tc_interface:.2f} K")
print(f"Tc with finite diffusion only: {Tc_diffusion:.2f} K")
print(f"Tc with diffusion + interface: {Tc_both:.2f} K")
print(f"Rise over Cooper limit, both effects: {100*(Tc_both/Tc_cooper-1):.1f} %")
print(f"Weak-link case: RA {RA_weak:.2f} fOhm m^2, gamma {gamma_weak*1e3:.2f} meV")
print(f"Weak-link case (gamma = 10 k Tc_Cooper): Tc {Tc_weak:.2f} K")
for lam_N in (0.05, -0.05):
    print(f"Cooper-limit Tc with lambda_N={lam_N:+.2f}: "
          f"{cooper_tc(f_S*lam_S+f_N*lam_N):.2f} K")
print(f"State share of S from bare DOS: {f_bare:.4f}")
print(f"Tc if bare DOS shares were used: {cooper_tc(f_bare*lam_S):.2f} K")
print(f"Implied resistivity S, N: {1e8/sigma_S:.1f}, {1e8/sigma_N:.1f} uOhm cm")
print(f"Implied mean free path S, N: {3e5*D_S/v_S:.1f}, {3e5*D_N/v_N:.1f} nm")
print(f"Sheet resistance of bilayer: {sheet:.1f} Ohm")
print(f"Sheet resistance / (hbar/e^2): {sheet/hbar_over_e2:.4f}")
print("checks complete")
```

Output:

```
Input thickness S, N: 4.0, 4.0 nm
Input dressed DOS per spin S, N: 90, 12 1/(eV nm^3)
Input dressed diffusion constant S, N: 3, 10 cm^2/s
Input lambda_S: 0.28; lambda_N: 0 (dimensionless)
Input pairing cutoff: 24 meV
Input interface resistance-area: 1.0 fOhm m^2
Input mass enhancement S, N: 2.0, 1.1
Input dressed Fermi velocity S, N: 3.0e+05, 1.4e+06 m/s
States per spin and area S, N: 360, 48 1/(eV nm^2)
State share S, N: 0.8824, 0.1176
Cooper-limit lambda_eff: 0.2471
Tc prefactor (2 e^gamma/pi) cutoff/k: 315.8 K
Tc of S alone: 8.88 K
Tc in Cooper limit: 5.51 K
k Tc in Cooper limit: 0.475 meV
Tc if weighted by thickness (wrong): 0.25 K
Cap thickness for Cooper-limit Tc = 4.2 K: 6.29 nm
Tc at that cap, diffusion + interface: 5.44 K
Lattice: return share at w=0.03, 0.06: 0.638, 0.653
Lattice: return share extrapolated to w=0: 0.622
Lattice: share of states in S: 0.619; of thickness: 0.5
Thin test, lambda_N=+0.00: diffusion 5.519 K, formula 5.515 K
Thin test, lambda_N=+0.10: diffusion 6.635 K, formula 6.629 K
Thin test, lambda_N=-0.05: diffusion 4.999 K, formula 4.997 K
Thin test: both thicknesses multiplied by 0.02
Mixing energy gamma of example interface: 24.3 meV
Tc with interface only, power law: 6.04 K
Tc with finite diffusion only: 5.81 K
Tc with diffusion + interface: 6.23 K
Rise over Cooper limit, both effects: 12.9 %
Weak-link case: RA 5.10 fOhm m^2, gamma 4.75 meV
Weak-link case (gamma = 10 k Tc_Cooper): Tc 7.00 K
Cooper-limit Tc with lambda_N=+0.05: 6.06 K
Cooper-limit Tc with lambda_N=-0.05: 5.00 K
State share of S from bare DOS: 0.8049
Tc if bare DOS shares were used: 3.74 K
Implied resistivity S, N: 11.6, 26.0 uOhm cm
Implied mean free path S, N: 3.0, 2.1 nm
Sheet resistance of bilayer: 20.0 Ohm
Sheet resistance / (hbar/e^2): 0.0049
checks complete
```
